# Fewest gradient evaluations for the Hessians of methane and benzene: verification in Python

```python
# Fewest central-difference gradients for the Hessian H of CH4 (Td) and C6H6 (D6h).
# D_R = permutation (x) R on R^{3N}; v displacement; y = [g(+hv)-g(-hv)]/2h = Hv + O(h^2).
# v is "reversible" if D_R v = -v for some R: then g(-hv) = D_R g(+hv), one gradient.
# Claims: v inside one irreducible subspace -> 5 (CH4), 22 (C6H6) gradients;
# mixed irreps -> 2 (CH4, at most Cs kept), 4 (C6H6, C1). m = multiplicity in vibrations.
# CH4: RHF/STO-3G. C6H6: D6h model force field, round parameters. Hartree atomic units.
import numpy as np
from scipy.linalg import orth
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, hessian
scf.hf.MUTE_CHKFILE = True
rng = np.random.default_rng(7)
TOL = 1e-8

def close(gens):
    G = [np.eye(3)]
    for A in G:
        for B in gens:
            C = A @ B
            if not any(np.allclose(C, K) for K in G):
                G.append(C)
    return G

def null(A):
    u, s, vt = np.linalg.svd(A, full_matrices=False)
    return vt[s < TOL].T

def rand_in(B):
    v = B @ rng.normal(size=B.shape[1])
    return v / np.linalg.norm(v)

class Mol:
    def __init__(self, x0, G, chars, tag=None):
        self.x0, self.G, self.chars, self.tag = x0, G, chars, tag
        N = len(x0); self.D, self.nfix, self.cache = [], [], {}
        for R in G:
            P = np.zeros((N, N))
            for a in range(N):
                dist = np.linalg.norm(x0 - R @ x0[a], axis=1)
                assert dist.min() < TOL
                P[dist.argmin(), a] = 1
            self.D.append(np.kron(P, R)); self.nfix.append(np.trace(P))
        self.trans = np.array([np.tile(e, N) for e in np.eye(3)]).T
        rot = np.array([np.cross(e, x0).ravel() for e in np.eye(3)]).T
        self.rigid = orth(np.hstack([self.trans, rot]))
        self.V = null(self.rigid @ self.rigid.T)
        assert self.V.shape[1] == 3 * N - 6
        X = np.array(list(chars.values()))
        assert np.allclose(X @ X.T / len(G), np.eye(len(X)))
        assert abs((X[:, 0] ** 2).sum() - len(G)) < TOL
    def proj(self, name):
        c = self.chars[name]
        return c[0] / len(self.G) * sum(a * D for a, D in zip(c, self.D))
    def stab(self, v):
        return tuple(i for i, D in enumerate(self.D) if np.linalg.norm(D @ v - v) < 1e-7)
    def reverser(self, v):
        r = [i for i, D in enumerate(self.D) if np.linalg.norm(D @ v + v) < 1e-7]
        return r[0] if r else None
    def name(self, idx):
        if idx not in self.cache:
            els = [self.G[i] for i in idx]
            prop = [R for R in els if np.linalg.det(R) > 0]
            mir = sum(np.linalg.det(R) < 0 and abs(np.trace(R) - 1) < TOL for R in els)
            order = lambda R: min(k for k in range(1, 7)
                                  if np.allclose(np.linalg.matrix_power(R, k), np.eye(3)))
            n, p = max(order(R) for R in prop), len(prop)
            pure = p == len(els)
            if p == 12 and n == 3: s = "T" if pure else "Td"
            elif p != n: s = f"D{p//2}" + ("" if pure else "h" if mir == p//2 + 1 else "d")
            elif pure: s = f"C{n}"
            elif n == 1: s = "Cs" if mir else "Ci"
            else: s = f"C{n}v" if mir == n else f"C{n}h" if mir == 1 else f"S{2*n}"
            self.cache[idx] = s + (self.tag(idx) if self.tag else "")
        return self.cache[idx]
    def rank(self, vs, extra=None):
        X = np.array([D @ v for v in vs for D in self.D]).T
        if extra is not None: X = np.hstack([X, extra])
        return np.linalg.matrix_rank(X, tol=1e-7)
    def search(self, W):
        # generic vectors of every fixed subspace of W, and of its reversed parts
        M = [W.T @ D @ W for D in self.D]; I = np.eye(W.shape[1])
        assert all(np.abs(D @ W - W @ m).max() < TOL for D, m in zip(self.D, M))
        subs = {}
        for A in M:
            for B in M:
                F = null(np.vstack([A - I, B - I]))
                if F.shape[1]: subs[(np.round(F @ F.T, 6) + 0.0).tobytes()] = F
        cand = []
        for F in subs.values():
            cand.append(W @ rand_in(F))
            for A in M:
                c = null((A + I) @ F)
                if c.shape[1]: cand.append(W @ rand_in(F @ c))
        rec = [(self.stab(v), self.reverser(v), v) for v in cand]
        best = lambda L: [r for r in L if len(r[0]) == max(len(q[0]) for q in L)]
        top, rev = best(rec), best([r for r in rec if r[1] is not None])
        names = lambda L: sorted({self.name(r[0]) for r in L})
        return names(rev), names(top), (rev or top)[0][2]
    def table(self, label, expect):
        chi = np.array([(n - 1 - np.linalg.det(R)) * np.trace(R)
                        for n, R in zip(self.nfix, self.G)])
        A = rng.normal(size=self.D[0].shape); A = sum(D @ (A + A.T) @ D.T for D in self.D)
        vs, total, generic = [], 0, 0
        for nm, c in self.chars.items():
            d, m = round(c[0]), round(chi @ c / len(self.G))
            B = null(self.proj(nm) @ self.V @ self.V.T - np.eye(len(A)))
            assert B.shape[1] == m * d
            if m == 0:
                assert nm not in expect
                continue
            U = B @ np.linalg.eigh(B.T @ A @ B)[1]
            for k in range(m):
                rev, top, v = self.search(U[:, k*d:(k+1)*d])
                assert (m, rev, top) == expect[nm], (nm, m, rev, top)
                vs.append(v)
            cost = m * (1 if rev else 2); total += cost; generic += d * min(m, d)
            print(f"{label} {nm}: m={m} one-sign keeps {'/'.join(rev) or 'none'};"
                  f" highest {'/'.join(top)}; gradients {cost}")
        nv = self.V.shape[1]
        assert self.rank(vs) == nv
        assert all(self.rank(vs[:i] + vs[i+1:]) < nv for i in range(len(vs)))
        got = self.rank([rand_in(self.V)])
        assert got == generic
        P0 = self.proj(next(iter(self.chars)))
        for D in self.D:
            B = null(D + np.eye(len(D)))
            if B.shape[1]: assert np.linalg.norm(P0 @ rand_in(B)) < TOL
        print(f"{label}: adapted total {total}; no symmetry {2*nv};"
              f" generic orbit rank {got} of {nv}")
        return vs, total
    def fixed(self, idx):
        I = np.eye(len(self.D[0]))
        return self.V @ null(np.vstack([(self.D[i] - I) @ self.V for i in idx]))
    def abelian(self, test):
        idx = tuple(i for i, R in enumerate(self.G) if test(R))
        return self.name(idx), self.V.shape[1] + self.fixed(idx).shape[1]
    def hess(self, grad, vs, h, extra=None):
        X, Y, ys, calls, x = [], [], [], 0, self.x0.ravel()
        for v in vs:
            gp, r = grad(x + h * v), self.reverser(v)
            gm = grad(x - h * v) if r is None else self.D[r] @ gp
            calls += 2 if r is None else 1
            y = (gp - gm) / (2 * h); ys.append(y)
            X += [D @ v for D in self.D]; Y += [D @ y for D in self.D]
        if extra is not None:
            X += list(extra.T); Y += list(0 * extra.T)
        X, Y = np.array(X).T, np.array(Y).T
        assert np.linalg.matrix_rank(X, tol=1e-7) == len(x)
        return np.linalg.solve(X @ X.T, X @ Y.T).T, calls, ys

h = 0.01
isdiag = lambda R: np.allclose(R, np.diag(np.diag(R)))
print(f"step h = {h} bohr")
# ---------------- methane ----------------
S = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1.0]])
def run(x):
    mol = gto.M(atom=[(s, tuple(p)) for s, p in zip("CHHHH", x.reshape(-1, 3))],
                unit="Bohr", basis="sto-3g", verbose=0)
    mf = scf.RHF(mol); mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle, mf.conv_tol_cpscf = 1e-12, 1e-9, 100, 1e-10
    mf.kernel(); assert mf.converged
    return mf
gradM = lambda x: run(x).nuc_grad_method().kernel().ravel()
geo = lambda r: np.vstack([np.zeros(3), r * S / np.sqrt(3)])
def field(c, H):
    v = np.vstack([c, H]).ravel(); return v / np.linalg.norm(v)
o = np.zeros(3)
vA1, vEps, vThe = field(o, S), field(o, S * [1, -1, 0]), field(o, S * [-1, -1, 2])
vTa, vTb = field([0, 0, -4.0], np.tile([0, 0, 1.0], (4, 1))), field(o, S[:, [1, 0, 2]] * [1, 1, 0])
rCH = brentq(lambda r: gradM(geo(r).ravel()) @ vA1, 1.9, 2.2, xtol=1e-11)
Td = close([np.eye(3)[[2, 0, 1]], np.eye(3)[[1, 0, 2]], np.diag([-1.0, -1, 1])])
assert len(Td) == 24
tr = np.array([np.trace(R) for R in Td]); det = np.array([np.linalg.det(R) for R in Td])
tr2 = np.array([np.trace(R @ R) for R in Td])
M = Mol(geo(rCH), Td, {"A1": 1 + 0*tr, "A2": det, "E": (tr**2 + tr2)/2 - 1 - tr,
                       "T1": tr*det, "T2": tr})
_, totM = M.table("CH4", {"A1": (1, [], ["Td"]), "E": (1, ["D2"], ["D2d"]),
                          "T2": (2, ["C2v"], ["C3v"])})
ab = [M.abelian(isdiag), M.abelian(lambda R: R[2, 2] > 0.5)]
assert ab == [("D2", 12), ("C2v", 13)] and totM == 5
print("CH4 abelian counts:", ab)
ok = set()
for i in range(24):
    for j in range(i, 24):
        v = rand_in(M.fixed((i, j)))
        if M.rank([v]) == 9: ok.add(M.name(M.stab(v)))
assert ok == {"C1", "Cs"}
print("CH4 groups kept by one complete displacement:", sorted(ok))
for v, nm, g, rev in [(vA1, "A1", "Td", 0), (vEps, "E", "D2", 1), (vThe, "E", "D2d", 0),
                      (vTa, "T2", "C2v", 1), (vTb, "T2", "C2v", 1)]:
    assert np.allclose(M.proj(nm) @ v, v) and np.abs(M.rigid.T @ v).max() < TOL
    assert M.name(M.stab(v)) == g and (M.reverser(v) is not None) == bool(rev)
    assert M.rank([v]) == round(M.chars[nm][0])
x0 = M.x0.ravel(); mf = run(x0)
HM = mf.Hessian().kernel().transpose(0, 2, 1, 3).reshape(15, 15)
assert np.abs(HM @ M.rigid).max() < 1e-6
assert max(np.abs(D @ HM - HM @ D).max() for D in M.D) < 1e-6
print(f"CH4 RHF/STO-3G: r(CH) = {rCH:.5f} bohr, E = {mf.e_tot:.6f} Eh")
for v in (vEps, vTb):
    gp, gm = gradM(x0 + 0.1 * v), gradM(x0 - 0.1 * v)
    assert np.abs(gm - M.D[M.reverser(v)] @ gp).max() < 1e-7 < 1e-5 < np.abs(gm + gp).max()
for v, nm, p in [(vA1, "A1", 2), (vThe, "E theta", 2), (vEps, "E eps", 4)]:
    e = [v @ gradM(x0 + s * v) / s - v @ HM @ v for s in (0.02, 0.04)]
    assert 0.8 * p < e[1] / e[0] < 1.2 * p
    print(f"one-sided error {nm}: {e[0]:.2e}, {e[1]:.2e} Eh/bohr^2 (h=0.02, 0.04)")
me = pc["electron mass in u"][0]
w = np.repeat([12 / me] + 4 * [pc["proton-electron mass ratio"][0] + 1], 3) ** -0.5
cm = pc["hartree-inverse meter relationship"][0] / 100
freq = lambda H: cm * np.sqrt(np.linalg.eigvalsh(w[:, None] * (H + H.T) / 2 * w)[6:])
print(f"masses C {w[0]**-2:.2f}, H {w[3]**-2:.2f} m_e; 1 Eh = {cm:.2f} cm^-1")
fr = freq(HM); pick = [0, 3, 5, 6]
assert np.ptp(fr[:3]) < 0.01 and np.ptp(fr[3:5]) < 0.01 and np.ptp(fr[6:]) < 0.01
print("analytic T2,E,A1,T2 (cm^-1):", np.round(fr[pick], 2))
vH = np.zeros(15); vH[5] = 1
assert M.name(M.stab(vH)) == "Cs"
for nm, vs, ex, n in [("adapted", [vA1, vEps, vTa, vTb], M.rigid, 5), ("H along z", [vH], M.trans, 2)]:
    H1, c, ys = M.hess(gradM, vs, h, ex); H2 = M.hess(gradM, vs, 2 * h, ex)[0]
    e1, e2 = np.abs(H1 - HM).max(), np.abs(H2 - HM).max()
    assert c == n and e1 < 5e-4 and 3.5 < e2 / e1 < 4.5 and np.abs(freq(H1) - fr).max() < 3
    print(f"CH4 {nm}: {c} gradients, max error {e1:.2e} (h), {e2:.2e} (2h) Eh/bohr^2")
    print("  T2,E,A1,T2 (cm^-1):", np.round(freq(H1)[pick], 2))
    if n == 5:
        for lab, a, b in [("A1", 0, 0), ("E", 1, 1), ("T2aa", 2, 2), ("T2ab", 2, 3),
                          ("T2ba", 3, 2), ("T2bb", 3, 3)]:
            f, g = vs[a] @ ys[b], vs[a] @ HM @ vs[b]
            assert abs(f - g) < 5e-4
            print(f"  F {lab}: {f:.5f} vs analytic {g:.5f} Eh/bohr^2")
# ---------------- benzene symmetry, model force field ----------------
rC, rH, Db, Dn, al, kv = 2.5, 4.5, 0.15, 0.01, 1.0, 0.002
print(f"model: rC={rC}, rH={rH} bohr; Morse D={Db} (bonded), {Dn} (other) Eh")
print(f"model: Morse a={al} 1/bohr; triple-product k={kv} Eh/bohr^6")
ang = np.arange(6) * np.pi / 3
ring = np.c_[np.cos(ang), np.sin(ang), 0 * ang]; xb = np.vstack([rC * ring, rH * ring])
I, J = np.triu_indices(12, 1); r0 = np.linalg.norm(xb[I] - xb[J], axis=1)
De = np.where(r0 < rC + 0.1, Db, Dn)
Q = np.array([[i, (i+1) % 6, (i-1) % 6, 6+i] for i in range(6)]
             + [[i, (i+1) % 6, (i+2) % 6, (i+3) % 6] for i in range(6)])
def model(x):
    x = x.reshape(-1, 3); g = np.zeros_like(x)
    d = x[I] - x[J]; r = np.sqrt((d * d).sum(1)); e = np.exp(-al * (r - r0))
    f = (2 * De * al * e * (1 - e) / r)[:, None] * d
    np.add.at(g, I, f); np.add.at(g, J, -f)
    a, b, c = (x[Q[:, k]] - x[Q[:, 0]] for k in (1, 2, 3))
    vol = (a * np.cross(b, c)).sum(1)
    for k, t in enumerate((np.cross(b, c), np.cross(c, a), np.cross(a, b)), 1):
        np.add.at(g, Q[:, k], kv * vol[:, None] * t); np.add.at(g, Q[:, 0], -kv * vol[:, None] * t)
    return (De * (1 - e) ** 2).sum() + kv / 2 * (vol ** 2).sum(), g.ravel()
gradB = lambda x: model(x)[1]
xt = xb.ravel() + 0.1 * rng.normal(size=36)
assert np.allclose([model(xt + 1e-30j * e)[0].imag / 1e-30 for e in np.eye(36)], gradB(xt), atol=1e-12)
HB = np.array([gradB(xb.ravel() + 1e-30j * e).imag / 1e-30 for e in np.eye(36)])
c6, s6 = 0.5, np.sqrt(3) / 2
G6 = close([np.array([[c6, -s6, 0], [s6, c6, 0], [0, 0, 1]]), np.diag([1.0, -1, -1]), -np.eye(3)])
assert len(G6) == 24
a1u = np.array([np.linalg.det(R) for R in G6]); a2u = np.array([R[2, 2] for R in G6])
e1u = np.array([np.trace(R) for R in G6]) - a2u
b1u = np.array([R[0, 0]**3 - 3 * R[0, 0] * R[1, 0]**2 for R in G6]); a2g = a1u * a2u
def tag(idx):
    t = {round(b1u[i]) for i in idx if a1u[i] > 0 and a2u[i] < 0}
    return "(C2')" if t == {1} else "(C2'')" if t == {-1} else ""
B = Mol(xb, G6, {"A1g": a1u**2, "A2g": a2g, "B1g": b1u*a1u, "B2g": b1u*a2u, "E1g": e1u*a1u,
                 "E2g": e1u*b1u, "A1u": a1u, "A2u": a2u, "B1u": b1u, "B2u": b1u*a2g,
                 "E1u": e1u, "E2u": e1u*b1u*a1u}, tag)
same = lambda m, *L: (m, sorted(L), sorted(L))
vsB, totB = B.table("C6H6", {
    "A1g": (2, [], ["D6h"]), "A2g": same(1, "C6h"), "B2g": same(2, "D3d(C2'')"),
    "E1g": same(1, "C2h(C2')", "C2h(C2'')"), "E2g": (4, ["C2h"], ["D2h"]),
    "A2u": same(1, "C6v"), "B1u": same(2, "D3h(C2')"), "B2u": same(2, "D3h(C2'')"),
    "E1u": same(3, "C2v(C2')", "C2v(C2'')"), "E2u": same(2, "C2v", "D2")})
ab = B.abelian(isdiag)
assert ab == ("D2h", 36) and totB == 22
print("C6H6 abelian count:", ab)
assert B.rank([rand_in(B.V), rand_in(B.V)]) == 30
rmax = max(B.rank([rand_in(B.fixed((i,))), rand_in(B.V)]) for i in range(1, 24))
assert rmax < 30
print(f"C6H6 pair with one member above C1: largest orbit rank {rmax} of 30")
ev = np.linalg.eigvalsh(HB)
assert np.abs(ev[:6]).max() < 1e-10 and ev[6] > 1e-5
print(f"model Hessian eigenvalues on V: {ev[6]:.5f} to {ev[-1]:.5f} Eh/bohr^2")
for v in vsB:
    r = B.reverser(v)
    if r is not None:
        assert np.abs(gradB(xb.ravel() - 0.1*v) - B.D[r] @ gradB(xb.ravel() + 0.1*v)).max() < 1e-7
uC, uH = np.zeros(36), np.zeros(36); uC[:3] = uH[18:21] = 3 ** -0.5
assert B.name(B.stab(uC)) == B.name(B.stab(uH)) == "C1"
for nm, vs, ex, n in [("adapted", vsB, B.rigid, 22), ("C and H along (111)", [uC, uH], None, 4)]:
    H1, c, _ = B.hess(gradB, vs, h, ex); H2 = B.hess(gradB, vs, 2 * h, ex)[0]
    e1, e2 = np.abs(H1 - HB).max(), np.abs(H2 - HB).max()
    assert c == n and e1 < 2e-4 and 3.8 < e2 / e1 < 4.2
    print(f"C6H6 {nm}: {c} gradients, max error {e1:.2e} (h), {e2:.2e} (2h) Eh/bohr^2")
print("no test failed")
```

Printed output:

```
step h = 0.01 bohr
CH4 A1: m=1 one-sign keeps none; highest Td; gradients 2
CH4 E: m=1 one-sign keeps D2; highest D2d; gradients 1
CH4 T2: m=2 one-sign keeps C2v; highest C3v; gradients 2
CH4: adapted total 5; no symmetry 18; generic orbit rank 9 of 9
CH4 abelian counts: [('D2', 12), ('C2v', 13)]
CH4 groups kept by one complete displacement: ['C1', 'Cs']
CH4 RHF/STO-3G: r(CH) = 2.04659 bohr, E = -39.726864 Eh
one-sided error A1: -5.93e-03, -1.18e-02 Eh/bohr^2 (h=0.02, 0.04)
one-sided error E theta: 2.31e-04, 4.67e-04 Eh/bohr^2 (h=0.02, 0.04)
one-sided error E eps: 2.02e-06, 8.09e-06 Eh/bohr^2 (h=0.02, 0.04)
masses C 21874.66, H 1837.15 m_e; 1 Eh = 219474.63 cm^-1
analytic T2,E,A1,T2 (cm^-1): [1675.76 1903.72 3525.91 3786.63]
CH4 adapted: 5 gradients, max error 5.74e-05 (h), 2.29e-04 (2h) Eh/bohr^2
  T2,E,A1,T2 (cm^-1): [1675.64 1903.72 3525.96 3786.62]
  F A1: 0.47417 vs analytic 0.47415 Eh/bohr^2
  F E: 0.13822 vs analytic 0.13822 Eh/bohr^2
  F T2aa: 1.04867 vs analytic 1.04874 Eh/bohr^2
  F T2ab: 0.41566 vs analytic 0.41565 Eh/bohr^2
  F T2ba: 0.41565 vs analytic 0.41565 Eh/bohr^2
  F T2bb: 0.37376 vs analytic 0.37376 Eh/bohr^2
CH4 H along z: 2 gradients, max error 3.82e-05 (h), 1.53e-04 (2h) Eh/bohr^2
  T2,E,A1,T2 (cm^-1): [1675.66 1903.64 3525.89 3786.6 ]
model: rC=2.5, rH=4.5 bohr; Morse D=0.15 (bonded), 0.01 (other) Eh
model: Morse a=1.0 1/bohr; triple-product k=0.002 Eh/bohr^6
C6H6 A1g: m=2 one-sign keeps none; highest D6h; gradients 4
C6H6 A2g: m=1 one-sign keeps C6h; highest C6h; gradients 1
C6H6 B2g: m=2 one-sign keeps D3d(C2''); highest D3d(C2''); gradients 2
C6H6 E1g: m=1 one-sign keeps C2h(C2'')/C2h(C2'); highest C2h(C2'')/C2h(C2'); gradients 1
C6H6 E2g: m=4 one-sign keeps C2h; highest D2h; gradients 4
C6H6 A2u: m=1 one-sign keeps C6v; highest C6v; gradients 1
C6H6 B1u: m=2 one-sign keeps D3h(C2'); highest D3h(C2'); gradients 2
C6H6 B2u: m=2 one-sign keeps D3h(C2''); highest D3h(C2''); gradients 2
C6H6 E1u: m=3 one-sign keeps C2v(C2'')/C2v(C2'); highest C2v(C2'')/C2v(C2'); gradients 3
C6H6 E2u: m=2 one-sign keeps C2v/D2; highest C2v/D2; gradients 2
C6H6: adapted total 22; no symmetry 60; generic orbit rank 20 of 30
C6H6 abelian count: ('D2h', 36)
C6H6 pair with one member above C1: largest orbit rank 29 of 30
model Hessian eigenvalues on V: 0.02922 to 3.16248 Eh/bohr^2
C6H6 adapted: 22 gradients, max error 1.68e-05 (h), 6.71e-05 (2h) Eh/bohr^2
C6H6 C and H along (111): 4 gradients, max error 2.11e-05 (h), 8.46e-05 (2h) Eh/bohr^2
no test failed
```
